# k-Point CCSD: Momentum Conservation, Cost and Energy per Cell

A crystal is represented by a periodic supercell of $N$ unit cells, where $N=N_k$ is also the number of crystal momenta in the mesh. The Hamiltonian is invariant under lattice translations. The reference $|0\rangle$ is a closed-shell Hartree–Fock determinant with the same number of occupied bands at every $k$ and a gap. Per $k$ there are $n_o$ occupied and $n_v$ virtual spin orbitals, normalized over the supercell. The problem is to put CCSD into a form that uses the translations and gives an energy per cell with a limit for large $N$. Hartree atomic units are used.

Labels $i,j,l,m,n$ are occupied, $a,b,c,d$ virtual, $p,q,r,s$ general. Each includes band, spin and momentum, the momentum of $p$ being $k_p$. The symbol $p^\dagger$ creates an electron in $p$ and $p$ annihilates it.

## (a) Integrals

**Which two-electron integrals between Bloch orbitals can be nonzero, and how do they scale with $N$?**

**Solution.** Write $\phi_p=N^{-1/2}\psi_p$ with $\psi_p(r+L)=e^{ik_p\cdot L}\psi_p(r)$ for every lattice vector $L$; $\psi_p$ is normalized over one cell. Momenta differing by a reciprocal lattice vector $G$ label the same orbital. For a repulsion $u(r_1,r_2)$ consider
$$I=\int\!\!\int \phi_p^*(r_1)\phi_q^*(r_2)\,u\,\phi_r(r_1)\phi_s(r_2).$$
Shifting both variables by $L$ leaves $u$ and $I$ unchanged but multiplies the integrand by a phase, so $I=e^{i(k_r+k_s-k_p-k_q)\cdot L}I$. Hence $I=0$ unless the phase is 1 for all $L$, that is, unless
$$k_p+k_q-k_r-k_s=G .$$
When this holds, the integrand is unchanged by the joint shift, and each of the $N$ cells for $r_1$ contributes equally. The four norms give $N^{-2}$, so
$$I=\frac1N\int_{\rm cell}\!dr_1\int dr_2\,\psi_p^*\psi_q^*\,u\,\psi_r\psi_s .$$
The antisymmetrized integral $v_{pqrs}=\langle pq|rs\rangle-\langle pq|sr\rangle$ is therefore $\hat v_{pqrs}/N$. For short-range $u$, $\hat v$ stays bounded as $N$ grows. The same argument for a one-electron operator gives a matrix diagonal in $k$ with no factor of $N$.

For the Coulomb repulsion $\hat v$ contains a term proportional to $4\pi/(\Omega q^2)$, with $\Omega$ the cell volume and $q=k_p-k_r$, and $q=0$ needs separate treatment. In three dimensions, omitting that point from the exchange sum drops a region of radius $q_0\propto N^{-1/3}$. Since $\int_{q<q_0}d^3q/q^2=4\pi q_0$, the uncorrected exchange energy per cell has an error of order $N^{-1/3}$. Below, $\hat v$ is taken as bounded.

## (b) Amplitudes

**Which cluster amplitudes survive, and how many blocks of doubles are there?**

**Solution.** With summation over repeated labels,
$$T_1=t_i^a a^\dagger i,\qquad T_2=\tfrac14 t_{ij}^{ab}a^\dagger b^\dagger ji .$$
A translation $U_L$ multiplies $p^\dagger$ by $e^{-ik_p\cdot L}$ and $|0\rangle$ by a phase. It commutes with $H$, so a translation-invariant $T$ gives translation-invariant residuals. Starting from $T=0$ and dividing residuals by orbital-energy differences, the iteration never leaves the invariant set. Invariance of each term requires
$$k_a=k_i\ \text{(singles)},\qquad k_a+k_b-k_i-k_j=G\ \text{(doubles)},$$
with singles momenta taken in one Brillouin zone. Three doubles momenta are free and the fourth is then fixed modulo $G$. This gives $N^3$ blocks of size $n_o^2n_v^2$, instead of $N^4$. Solutions that break translation symmetry are not excluded; this iteration does not follow them.

## (c) Removing the singles

**Absorb $T_1$ into the Hamiltonian.**

**Solution.** $T_1$ and $T_2$ commute, so $e^{-T}He^T=e^{-T_2}\tilde He^{T_2}$ with $\tilde H=e^{-T_1}He^{T_1}$. The commutators $[i^\dagger,a^\dagger j]=-\delta_{ij}a^\dagger$ and $[a,b^\dagger i]=\delta_{ab}\,i$ give
$$i^\dagger\to i^\dagger-t_i^a a^\dagger,\qquad a\to a+t_i^a\,i .$$
Further commutators vanish, and $a^\dagger$ and $i$ are unchanged. Let $t$ be the matrix with elements $t_i^a$ in row $a$, column $i$, and set $X=1-t$, $Y=1+t$. Collecting coefficients in $H=h_{pq}p^\dagger q+\frac14v_{pqrs}p^\dagger q^\dagger sr$ gives
$$\tilde h=XhY,\qquad \tilde v_{pqrs}=X_{pp'}X_{qq'}v_{p'q'r's'}Y_{r'r}Y_{s's}.$$
In particular $\tilde v_{mncd}=v_{mncd}$.

Normal ordering with respect to $|0\rangle$ places $m^\dagger$ and $c$, which annihilate $|0\rangle$, on the right. Four equal single contractions turn the factor $\frac14$ into 1, and two equal double contractions turn it into $\frac12$:
$$\tilde f_{pq}=\tilde h_{pq}+\tilde v_{pmqm},\qquad \tilde E=\tilde h_{ii}+\tfrac12\tilde v_{ijij}=\tfrac12(\tilde h+\tilde f)_{ii}.$$

## (d) The amplitude equations

**Project $e^{-T_2}\tilde He^{T_2}|0\rangle$ on singles and doubles.**

**Solution.** Again only $c$ and $m^\dagger$ fail to commute with $T_2$. They become $c+C_c$ and $m^\dagger+D_m$, where
$$C_c=[c,T_2]=\tfrac12t_{ij}^{cb}b^\dagger ji,\qquad D_m=[m^\dagger,T_2]=-\tfrac12t_{mj}^{ab}a^\dagger b^\dagger j .$$
Three consequences are used repeatedly:
$$t_{ij}^{cd}\,n^\dagger ji|0\rangle=-2t_{ni}^{cd}\,i|0\rangle,\quad dC_c|0\rangle=\tfrac12t_{ij}^{cd}ji|0\rangle,\quad m^\dagger C_c|0\rangle=t_{im}^{ac}a^\dagger i|0\rangle .$$
The first holds because $n^\dagger ji|0\rangle=(\delta_{nj}i-\delta_{ni}j)|0\rangle$. The third follows from it after moving $m^\dagger$ past one virtual creator.

Each $T_2$ raises the excitation rank by two. Singles thus need the rank $+1$ part of $\tilde H$ alone, or the rank $-1$ part with one $T_2$:

- $\tilde f_{mc}m^\dagger c$ gives $\tilde f_{mc}t_{im}^{ac}a^\dagger i$.
- $\frac12\tilde v_{amcd}a^\dagger m^\dagger dc$ gives $\frac12\tilde v_{amcd}a^\dagger(-t_{mi}^{cd}i)=\frac12\tilde v_{amcd}t_{im}^{cd}a^\dagger i$.
- $\frac12\tilde v_{mnic}$ multiplies $-i\,m^\dagger n^\dagger c$. Since $m^\dagger n^\dagger C_c|0\rangle=-t_{mn}^{ac}a^\dagger|0\rangle$, this gives $\frac12\tilde v_{mnic}t_{mn}^{ac}\,ia^\dagger=-\frac12\tilde v_{mnic}t_{mn}^{ac}a^\dagger i$.

Therefore
$$0=R_i^a=\tilde f_{ai}+\tilde f_{mc}t_{im}^{ac}+\tfrac12\tilde v_{amcd}t_{im}^{cd}-\tfrac12\tilde v_{mnic}t_{mn}^{ac}.$$

Write the doubles part as $\frac14R_{ij}^{ab}a^\dagger b^\dagger ji|0\rangle$, and let $P(ij)$ subtract the expression with $i,j$ exchanged. A coefficient $\frac14Z_{ij}^{ab}$ contributes $\frac14P(ij)P(ab)Z$ to $R$; if $Z$ is already antisymmetric in one pair, that pair's $\frac12P$ is replaced by 1. The rank $+2$ part gives $\tilde v_{abij}$. The rank 0 part with one $T_2$ gives the following coefficients of $a^\dagger b^\dagger ji|0\rangle$:

- $\tilde f_{bc}b^\dagger C_c$: $\frac12\tilde f_{bc}t_{ij}^{ac}$.
- $-\tilde f_{mj}\,jD_m$: $\frac12\tilde f_{mj}t_{mi}^{ab}=-\frac12\tilde f_{mj}t_{im}^{ab}$.
- $\frac14\tilde v_{abcd}a^\dagger b^\dagger dC_c$: $\frac18\tilde v_{abcd}t_{ij}^{cd}$.
- $\frac14\tilde v_{mnij}\,ji\,m^\dagger D_n$: $\frac18\tilde v_{mnij}t_{mn}^{ab}$, because $m^\dagger D_n|0\rangle=\frac12t_{mn}^{ab}a^\dagger b^\dagger|0\rangle$.
- Four equal arrangements give $\tilde v_{mbcj}\,b^\dagger j\,m^\dagger C_c$: $\tilde v_{mbcj}t_{im}^{ac}$, since $b^\dagger ja^\dagger i=a^\dagger b^\dagger ji$.

The rank $-2$ part needs two $T_2$. The substituted operators in $\frac14v_{mncd}m^\dagger n^\dagger dc$ give two groups. In the first, $d$ contracts with $C_c$:
$$D_mn^\dagger dC_c|0\rangle=\tfrac12t_{mj}^{ab}t_{ni}^{cd}a^\dagger b^\dagger ji|0\rangle,$$
$$m^\dagger D_ndC_c|0\rangle=\big(\tfrac14t_{mn}^{ab}t_{ij}^{cd}-\tfrac12t_{nj}^{ab}t_{mi}^{cd}\big)a^\dagger b^\dagger ji|0\rangle .$$
Under $v_{mncd}=-v_{nmcd}$ the two terms with $\frac12$ are equal and add. The second group is
$$m^\dagger n^\dagger C_dC_c|0\rangle=\tfrac14t_{ll'}^{da}t_{ij}^{cb}\,a^\dagger b^\dagger\,m^\dagger n^\dagger\,l'l\,ji|0\rangle .$$
If both $m^\dagger,n^\dagger$ contract with $l'l$, the result is $\frac12t_{mn}^{da}t_{ij}^{cb}$. Contracting both with $ji$ gives an equal term after exchanging $c,d$ and $a,b$. If they contract with different pairs, $m^\dagger$ on $l'l$ and $n^\dagger$ on $ji$ give $\frac14(-2)(-2)t_{mj}^{da}t_{ni}^{cb}$; the other assignment is equal by antisymmetry of $v$. The full quadratic coefficient is
$$\tfrac14v_{mncd}\big[\tfrac14t_{mn}^{ab}t_{ij}^{cd}+t_{mj}^{ab}t_{ni}^{cd}+t_{mn}^{da}t_{ij}^{cb}+2t_{mj}^{da}t_{ni}^{cb}\big].$$
Applying the antisymmetrization rule and reordering labels turns these into
$$\tfrac14v_{mncd}t_{mn}^{ab}t_{ij}^{cd},\quad -\tfrac12P(ij)v_{mncd}t_{im}^{ab}t_{jn}^{cd},$$
$$-\tfrac12P(ab)v_{mncd}t_{mn}^{bd}t_{ij}^{ac},\quad \tfrac12P(ij)P(ab)v_{mncd}t_{im}^{ac}t_{jn}^{bd}.$$
Each joins a linear term:
$$\begin{aligned}0=R_{ij}^{ab}={}&\tilde v_{abij}+P(ab)F_{bc}t_{ij}^{ac}-P(ij)F_{mj}t_{im}^{ab}+\tfrac12\tilde v_{abcd}t_{ij}^{cd}\\&+\tfrac12W_{mnij}t_{mn}^{ab}+P(ij)P(ab)W_{mbcj}t_{im}^{ac},\end{aligned}$$
$$F_{bc}=\tilde f_{bc}-\tfrac12v_{mncd}t_{mn}^{bd},\qquad F_{mj}=\tilde f_{mj}+\tfrac12v_{mncd}t_{jn}^{cd},$$
$$W_{mnij}=\tilde v_{mnij}+\tfrac12v_{mncd}t_{ij}^{cd},\qquad W_{mbcj}=\tilde v_{mbcj}+\tfrac12v_{mncd}t_{jn}^{bd}.$$

## (e) Normalization and energy per cell

**Choose a scaling of the doubles that removes bare powers of $N$.**

**Solution.** The first iterate is $v_{abij}$ divided by an energy difference, so it scales as $1/N$. Set $t_{ij}^{ab}=\hat t_{ij}^{ab}/N$ and leave $t_i^a$ unscaled. Dressing by the $k$-diagonal $t_i^a$ introduces no momentum sum, so $\tilde v=w/N$ with $w$ scaling like $\hat v$.

Multiply the doubles equation by $N$. The ladder term becomes
$$N\cdot\tfrac12\sum\frac{w_{abcd}}N\frac{\hat t_{ij}^{cd}}N=\frac1{2N}\sum_{k_c}\sum_{\rm bands}w_{abcd}\hat t_{ij}^{cd},$$
where $k_d$ is fixed by conservation. The $W$ terms likewise have one free momentum and one $1/N$, both inside $W$ (after $W$ is multiplied by $N$) and in its product with $\hat t$. The corrections to $F$ have two free momenta and $1/N^2$, as do the last two singles terms. The term $\tilde f_{mc}t_{im}^{ac}$ has one of each, and so does the sum in $\tilde f=\tilde h+N^{-1}\sum w$. Every free sum is thus an average over the mesh. With bounded $\hat v$ and a gap, each finite iteration keeps $\hat t$ bounded as $N$ grows.

For the energy, the rank $-2$ part with one $T_2$ gives $\frac14v_{ijab}t_{ij}^{ab}$. Expanding $\tilde E$,
$$\tilde E=h_{ii}+\tfrac12v_{ijij}+(h_{ia}+v_{ijaj})t_i^a+\tfrac12v_{ijab}t_i^at_j^b ,$$
where the two terms linear in $t_i^a$ from $\frac12\tilde v_{ijij}$ were equal. The bracket is the Fock element $f_{ia}$. Dividing by $N$,
$$e_{\rm corr}=\frac1N\sum_k f_{ia}t_i^a+\frac1{2N^2}\sum_{k_ik_j}\hat v_{ijab}t_i^at_j^b+\frac1{4N^3}\sum_{k_ik_jk_a}\hat v_{ijab}\hat t_{ij}^{ab},$$
with band sums understood. The first term vanishes for Hartree–Fock orbitals. After the band sums, the summands do not depend on the arbitrary phases of the orbitals. If they approach bounded, piecewise continuous functions of the momenta, uniformly over the mesh, these averages approach Brillouin-zone integrals and $e_{\rm corr}$ is intensive. A finite mesh still has an integration error.

## (f) Cost

**How does the work per iteration grow with $N$?**

**Solution.** The ladder has three external momenta and one internal one, hence $N^4n_o^2n_v^4$ operations. The terms with $W_{mbcj}$ and $W_{mnij}$ cost $N^4n_o^3n_v^3$ and $N^4n_o^4n_v^2$, and building these intermediates also scales as $N^4$. Dressing and the $F$ terms scale as $N^3$. Without symmetry, $n_o\to Nn_o$ and $n_v\to Nn_v$ make the ladder scale as $N^6$.

The intermediates matter. Summing $v_{mncd}t_{ij}^{cd}t_{mn}^{ab}$ in one loop leaves both $k_c$ and $k_m$ free for each external triple, which costs $N^5$. For $N=4$, counting nonzero blocks in tensors computed without imposed conservation gives 64 doubles blocks, 256 ladder products and 1024 products for the unfactorized term. The ladder without symmetry needs 4096.

## (g) Is normalization enough?

**Test the energy per cell on non-interacting cells with two electrons each, and compare with CISD.**

**Solution.** Here $H=\sum_RH_R$, and the occupied Bloch orbitals can be rotated into cell orbitals without changing the determinant. Take $T=\sum_RT_R$. Operators of different cells commute, so
$$e^{-T}He^T=\sum_Re^{-T_R}H_Re^{T_R}.$$
Residuals involving several cells vanish, and the others are one-cell equations. For two electrons, singles and doubles span all excitations, so each cell gets its exact energy, provided that its exact state overlaps the reference. Transforming a cell amplitude $\theta$ to Bloch orbitals gives $N^{-2}\sum_R\theta\,e^{-i(k_a+k_b-k_i-k_j)\cdot R}=\theta/N$ for allowed momenta, which is the scaling of (e).

CISD behaves differently. Let each cell have one double excitation of energy $\Delta>0$, coupled to the reference by $K$. With coefficient $c$ for each excited cell, the CI equations are $E_c=NKc$ and $K+\Delta c=E_cc=NKc^2$. The product $E_cc$ carries a bare $N$: apart from the one-cell part $Kc^2$, it is unconnected. Solving,
$$\frac{E_c}N=\frac{\Delta-\sqrt{\Delta^2+4NK^2}}{2N}\to-\frac{|K|}{\sqrt N},$$
which vanishes for large $N$. In full CI, states with two cells excited at once have coefficient $c^2$ and add $(N-1)Kc^2$ to the left side. This leaves the one-cell equation $K+\Delta c=Kc^2$. CISD omits these states, so the unconnected term survives. Normalization alone is therefore not enough: a truncated method must also be free of such uncancelled terms, as the connected coupled-cluster equations are.

For the cell of part (h) with all intercell terms removed, exact diagonalization gives $-0.07359$ hartree. CCSD gives this value per cell for $N=2$ and 4, while CISD gives $-0.07344$ and $-0.07318$ hartree.

## (h) Worked example

**Apply the method to a chain with sites A and B and two electrons per cell.**

**Solution.** The model parameters, in hartree, are:

- hopping amplitudes $-0.10$ within a cell and $-0.04$ between cells;
- site energies $+0.03$ on A and $-0.03$ on B;
- repulsion 0.20 on a site, 0.08 between neighbours within a cell and 0.05 between neighbours in adjacent cells.

Site sums replace the integrals of (a). There is no ionic background, so total energies have a model-dependent zero. Energies per cell in hartree are:

| $N$ | Hartree–Fock | correlation | CCSD |
|---|---|---|---|
| 2 | −0.018915 | −0.008229 | −0.027144 |
| 4 | −0.024539 | −0.007316 | −0.031854 |
| 8 | −0.024705 | −0.007283 | −0.031987 |

From $N=7$ to 8 the CCSD energy changes by $1.7\times10^{-6}$ hartree. This fast convergence belongs to a gapped chain with short-range repulsion; it does not carry over to a crystal with the Coulomb term of (a), where the uncorrected exchange error falls only as $N^{-1/3}$. The correlation energy at $N=8$ is $-0.1982$ eV per cell. A four-cell real-space CCSD calculation without momentum labels gives a total of $-0.127417$ hartree, and $-0.127417/4=-0.031854$ agrees with the table.

The amplitude with all momenta zero shows the scaling. From $N=4$ to 8, $|\hat t|$ goes from 0.0697 to 0.0700, while the supercell amplitude $|\hat t|/N$ falls from 0.0174 to 0.0088.

Conservation modulo $G$ is essential. For $N=5$, with momenta labelled $-2,\ldots,2$, 40 of the 125 integral blocks have $G\ne0$. Dropping them changes the correlation energy from $-0.00728$ to $-0.00475$ hartree per cell, a loss of 35% relative to the full value. Which blocks have $G\neq0$ depends on the labels chosen; the complete sum does not.

CCSD itself remains approximate. At $N=2$ it lies $8.3\times10^{-5}$ hartree per cell above full diagonalization, about 1% of the exact correlation energy $-0.027227+0.018915=-0.008312$ hartree. A denser mesh does not supply the omitted triple and quadruple cluster operators. The numerical check also checks the projected equations of (d) in the complete Fock space of this two-cell system.

## Table of computed values

```
Model parameters (hartree)
hopping in cell 0.10, between cells 0.04
site offset +/-0.03, on-site repulsion 0.20
neighbour repulsion in cell 0.08, between cells 0.05
N_k, E_HF/cell, E_corr/cell, E_CCSD/cell (hartree), |that(Gamma)|
1 -0.12011289 -0.00201548 -0.12212837 0.059292
2 -0.01891455 -0.00822924 -0.02714380 0.066624
3 -0.02563129 -0.00725642 -0.03288771 0.071128
4 -0.02453873 -0.00731552 -0.03185425 0.069658
5 -0.02473982 -0.00727776 -0.03201758 0.070147
6 -0.02469734 -0.00728438 -0.03198173 0.069999
7 -0.02470683 -0.00728213 -0.03198897 0.070044
8 -0.02470461 -0.00728267 -0.03198728 0.070030
E_CCSD/cell change from N_k=7 to 8: 1.68e-06 hartree
E_corr/cell at N_k=8: -0.19817 eV
E_CCSD/cell at N_k=8: -0.87042 eV
supercell amplitude |that|/N_k at Gamma: N_k=4 0.017415, N_k=8 0.008754
HF band gap at N_k=8: 0.20138 hartree
supercell CCSD, 2 cells: total -0.05428759, per cell -0.02714380 hartree
supercell CCSD, 3 cells: total -0.09866312, per cell -0.03288771 hartree
supercell CCSD, 4 cells: total -0.12741701, per cell -0.03185425 hartree
largest supercell single amplitude, N_k=4: 0.032176
smallest allowed |that|, N_k=4: 0.069658
largest forbidden |that|, N_k=4: 2e-16
N_k=4 doubles blocks: nonzero 64 of 256
N_k=4 block products: ladder 256, ring 256
N_k=4 unfactorized quadratic term 1024, ladder without symmetry 4096
N_k=5 blocks with G not zero (labels -2..2): 40 of 125
N_k=5 E_corr/cell without them: -0.00475152, with them: -0.00727776 hartree
N_k=2 Fock-space CCSD energy/cell: -0.02714380 hartree
N_k=2 largest projected residual: 3e-11 hartree
N_k=2 full diagonalization/cell: -0.02722681 hartree
N_k=2 CCSD minus full diagonalization: 8.30e-05 hartree
decoupled cells, exact one-cell energy: -0.07359073 hartree
decoupled, N_k=2: CCSD/cell -0.07359073, CISD/cell -0.07344479 hartree
decoupled, N_k=4: CCSD/cell -0.07359073, CISD/cell -0.07318176 hartree
```
